# Thermal resistance of a metal line from its third-harmonic voltage

A narrow metal line carries an alternating current. The current heats it, the heat changes its resistance, and the changing resistance distorts the voltage. This problem turns that distortion into a measurement of how well the line is cooled.

The line has length $L$ and cross-section $A$. At the ambient temperature $T_0$ its resistance is $R_0$, and near $T_0$ each piece of it has a resistance proportional to $1+\alpha\theta$, where $\theta$ is the local rise above $T_0$. Both $R_0$ and $\alpha$ refer to the same $T_0$. A current source imposes $I=I_0\cos\omega t$, and the voltage is sensed across the line itself, without the leads. Amplitudes are peak values unless marked rms.

The example is a tungsten line 50 µm long, 200 nm wide and 100 nm thick, on 300 nm of oxide over silicon, at $T_0=300$ K. Its resistivity is 12 µΩ cm and $\alpha=0.0020$ K$^{-1}$, both rough values for thin tungsten. The line loses $g=2.0$ W/(m K) to the substrate per unit length and kelvin, a round model parameter. The current has amplitude 1 mA and frequency 200 Hz.

## (a) Resistance of the heated line

**Show that the resistance depends on the length-averaged rise $\bar\theta$ alone. Define a thermal resistance and find $R(t)$ for weak, slow heating.**

The same current passes through every piece of the line, so the resistances of the pieces add:

$$R=\int_0^L\frac{R_0}{L}\,[1+\alpha\theta(x)]\,dx=R_0(1+\alpha\bar\theta),\qquad \bar\theta=\frac1L\int_0^L\theta\,dx .$$

The shape of the temperature profile drops out because the resistance is linear in $\theta$.

The power generated per unit length is $I^2R_0(1+\alpha\theta)/L$. To leading order in the heating the term $\alpha\theta$ is dropped here, and the power is uniform along the line. If the thermal conductivities are constant, heat conduction is linear, and the mean rise is proportional to the total power. The constant of proportionality defines the thermal resistance:

$$R_{th}=\frac{\bar\theta}{P}\quad\text{(steady state, power } P \text{ generated uniformly along the line).}$$

Heating is called quasi-static when the temperature at each instant is the steady one for the power at that instant. Then

$$\bar\theta(t)=R_{th}R_0I_0^2\cos^2\omega t=\theta_0\cos^2\omega t,\qquad \theta_0=R_{th}R_0I_0^2 ,$$

$$R(t)=R_0\,(1+\varepsilon\cos^2\omega t),\qquad \varepsilon=\alpha\theta_0=\alpha R_{th}R_0I_0^2 .$$

Weak heating means $\varepsilon\ll1$. The temperature swings at $2\omega$, since both directions of current heat the line.

## (b) The third harmonic

**Show that the voltage contains a third harmonic of amplitude $V_3=I_0^3R_0^2\alpha R_{th}/4$. What happens to the first harmonic?**

Multiply resistance and current:

$$V=I_0R_0\left(\cos\omega t+\varepsilon\cos^3\omega t\right).$$

To split the cube into harmonics, write $\cos^2x=(1+\cos2x)/2$ and use $\cos x\cos2x=(\cos x+\cos3x)/2$:

$$\cos^3x=\tfrac12\cos x+\tfrac14(\cos x+\cos3x)=\tfrac34\cos x+\tfrac14\cos3x .$$

Hence

$$V=I_0R_0\left(1+\tfrac34\varepsilon\right)\cos\omega t+\tfrac14 I_0R_0\,\varepsilon\cos3\omega t .$$

Inserting $\varepsilon$ gives

$$V_3=\frac{I_0R_0}{4}\,\alpha R_{th}R_0I_0^2=\frac{I_0^3R_0^2\,\alpha R_{th}}{4},\qquad\text{so}\qquad R_{th}=\frac{4V_3}{I_0^3R_0^2\,\alpha}.$$

The three powers of current have a simple origin: two make the heat, and the third reads out the resistance.

Two conventions affect the formula. If the current is written $I_0\sin\omega t$, then $\sin^3x=(3\sin x-\sin3x)/4$, and the third harmonic appears with a minus sign. If rms values are used, $I_0=\sqrt2\,I_{rms}$ and

$$V_{3,rms}=\frac{V_3}{\sqrt2}=\frac{2\sqrt2\,I_{rms}^3R_0^2\alpha R_{th}}{4\sqrt2}=\frac{I_{rms}^3R_0^2\alpha R_{th}}{2}.$$

The first harmonic grows by $\tfrac34\varepsilon I_0R_0=3V_3$. This larger signal also contains $R_{th}$, but it sits on top of the cold voltage $I_0R_0$. An ambient drift of $\tfrac34\theta_0$ would change the first harmonic by just as much. The same drift changes $V_3$ by a fraction of about $\tfrac34\varepsilon$ of itself, through the factor $R_0$, if $dR/dT$ and $R_{th}$ stay fixed. The third harmonic is therefore the safer signal.

## (c) Thermal resistance of a line with cold ends

**The ends are held at $T_0$ by large pads. With metal conductivity $\kappa$ and heat loss $g\theta$ per unit length, find $R_{th}$. Evaluate it and $V_3$ for the example.**

Put $x=0$ at the middle. For uniform power $P/L$ per unit length, the steady heat balance is

$$\kappa A\,\theta''-g\theta+\frac PL=0,\qquad \theta(\pm L/2)=0 .$$

The constant $P/(gL)$ is a particular solution. The homogeneous solutions vary over the decay length $\lambda=\sqrt{\kappa A/g}$, and symmetry selects the cosh. With $u=L/(2\lambda)$, the end conditions give

$$\theta(x)=\frac{P}{gL}\left[1-\frac{\cosh(x/\lambda)}{\cosh u}\right].$$

The average of the cosh over the line is $(2\lambda/L)\sinh u=\sinh u/u$, so

$$R_{th}=\frac{1}{gL}\left(1-\frac{\tanh u}{u}\right).$$

For a long line $\tanh u\to1$, and the ends reduce $R_{th}$ by the fraction $2\lambda/L$. For a short line, $\tanh u\approx u-u^3/3$ gives $R_{th}\to u^2/(3gL)=L/(12\kappa A)$. All heat then leaves through the ends, and $g$ cannot be inferred from $R_{th}$.

In the example, $A=2\times10^{-14}$ m², so

$$R_0=\frac{(12\times10^{-8}\ \Omega\,\text m)(50\times10^{-6}\ \text m)}{2\times10^{-14}\ \text m^2}=300\ \Omega .$$

The Wiedemann–Franz estimate with the Sommerfeld Lorenz number gives $\kappa=61$ W/(m K), hence $\lambda=0.782$ µm and $2\lambda/L=0.031$. Bulk tungsten has a Lorenz ratio about 28% higher; $\kappa=78$ W/(m K) would lower $R_{th}$ below by 0.4%, so the four digits belong to the model, not to a real line. Without end cooling the thermal resistance would be $1/(gL)=10\,000$ K/W; with it,

$$R_{th}=10\,000\times(1-0.0313)\approx9687\ \text{K/W}.$$

A finite-difference solution with uniform power agrees to the digits shown. Reading $1/(R_{th}L)$ as the heat-loss coefficient would give 2.065 instead of 2.00 W/(m K).

The peak power is $I_0^2R_0=0.300$ mW, so $\theta_0=2.91$ K and $\varepsilon=0.0058$. Finally

$$V_3=\frac{(10^{-3}\,\text A)^3(300\ \Omega)^2(0.0020\ \text K^{-1})(9687\ \text{K/W})}{4}\approx4.36\times10^{-4}\ \text V,$$

or 436 µV in amplitude and 308 µV rms, beside a cold voltage $I_0R_0$ of 300 mV.

## (d) How weak must the heating be?

**Find the first correction to $V_3$. Include heating feedback, a quadratic term $\beta\theta^2$ in $R/R_0$, and an insulator whose conductivity varies as $1+\gamma\theta$.**

Treat the line as having one temperature. Heat crosses the insulator from rise $\theta$ down to zero. Integrating its conductivity over temperature replaces $\theta$ by

$$\int_0^\theta(1+\gamma s)\,ds=\theta\left(1+\tfrac12\gamma\theta\right).$$

With $c=\cos\omega t$, the two equations to solve together are

$$\theta\left(1+\tfrac12\gamma\theta\right)=\theta_0c^2\,\frac{R}{R_0},\qquad \frac R{R_0}=1+\alpha\theta+\beta\theta^2 .$$

To lowest order $\theta=\theta_0c^2$. Putting this into the small terms gives

$$\theta=\theta_0c^2+\left(\alpha-\tfrac12\gamma\right)\theta_0^2c^4+\dots$$

Then, collecting second-order terms in the resistance and multiplying by the current,

$$\frac{V}{I_0R_0}=c+\alpha\theta_0c^3+\alpha\left(\alpha+\frac\beta\alpha-\frac\gamma2\right)\theta_0^2c^5+\dots$$

The fifth power follows from $\cos^5x=\cos^3x\,(1+\cos2x)/2$:

$$\cos^5x=\tfrac18\left[3\cos x+\cos3x+\tfrac32(\cos x+\cos3x)+\tfrac12(\cos x+\cos5x)\right]$$
$$=\tfrac58\cos x+\tfrac5{16}\cos3x+\tfrac1{16}\cos5x .$$

Its third-harmonic part, divided by the $\tfrac14$ from the cube, gives the factor $\tfrac54$:

$$V_3=\frac{I_0^3R_0^2\alpha R_{th}}4\left[1+\frac54\left(\alpha+\frac\beta\alpha-\frac\gamma2\right)\theta_0+\dots\right].$$

For the example, feedback adds 0.73%. With rough values $\beta=10^{-6}$ K$^{-2}$ and $\gamma=10^{-3}$ K$^{-1}$, the other two terms are $+0.18\%$ and $-0.18\%$. They cancel because these chosen values make $\beta/\alpha=\gamma/2$, which need not hold in another line. All three corrections grow as $I_0^2$, so measurements at several currents can remove them together.

## (e) How slow must the current be?

**Let the line relax with a single thermal time $\tau$. Find the first and third harmonics to first order in $\varepsilon$.**

The heat balance is now

$$\tau\frac{d\bar\theta}{dt}+\bar\theta=\theta_0\cos^2\omega t=\frac{\theta_0}2(1+\cos2\omega t).$$

After the initial transient, try $\bar\theta=\tfrac12\theta_0\,[1+\mathrm{Re}(h\,e^{2i\omega t})]$. The oscillating part requires $(1+2i\omega\tau)h=1$, so

$$h=\frac1{1+2i\omega\tau},\qquad |h|=\frac1{\sqrt{1+4\omega^2\tau^2}} .$$

The heating adds the voltage $I_0R_0\,\alpha\bar\theta\cos\omega t$. Writing $\cos\omega t=(e^{i\omega t}+e^{-i\omega t})/2$ in the product gives

$$\Delta V=I_0R_0\,\varepsilon\left\{\tfrac12\cos\omega t+\tfrac14\mathrm{Re}\left(he^{i\omega t}\right)+\tfrac14\mathrm{Re}\left(he^{3i\omega t}\right)\right\}.$$

The third harmonic is reduced by $|h|$ and lags by $\arctan(2\omega\tau)$. At low frequency $h\to1$ and part (b) returns. At high frequency the temperature stops swinging and the third harmonic vanishes, although the line is still hot: its mean rise stays $\theta_0/2$. The formula of part (b) would then give too small an $R_{th}$.

Time integration at $\varepsilon=0.001$, with feedback kept, supports this:

| $\omega\tau$ | $V_3$ / quasi-static law | lag |
|---|---|---|
| 0.01 | 1.0011 | 1.15° |
| 0.50 | 0.7077 | 45.02° |
| 2.00 | 0.2427 | 75.97° |

The first entry exceeds 1 because feedback adds $\tfrac54\varepsilon=0.00125$, while the lag removes about $2\omega^2\tau^2=0.0002$.

For the example, adding the line's own thermal time to the diffusion time $t^2/D$ of the oxide gives $\tau=0.14$ µs. For a line with nothing on its top or sides this is generous: solving for heat flow in the cross-section gives an effective time nearer 0.05 µs. Under a further micrometre of oxide it would be about 0.17 µs. With $\tau=0.14$ µs, $2\omega\tau\approx3.5\times10^{-4}$ at 200 Hz, and the lag of these two parts is negligible. The silicon responds more slowly and is treated in part (g).

## (f) How good must the source be?

**Let the source have an open-circuit voltage $V_s\cos\omega t$ behind a resistance $R_s$. By what factor does $V_3$ change? What does a slightly distorted source do?**

Write $R=R_0+\Delta R$, and let $I_0=V_s/(R_s+R_0)$ be the current amplitude in the cold circuit. The line voltage is the divider ratio times the source voltage. To first order in $\Delta R$,

$$V=V_s\cos\omega t\,\frac{R_0+\Delta R}{R_s+R_0+\Delta R}\approx I_0\cos\omega t\,(R_0+\Delta R)\left(1-\frac{\Delta R}{R_s+R_0}\right).$$

Multiplying out and dropping $\Delta R^2$,

$$V\approx I_0\cos\omega t\left[R_0+\Delta R\left(1-\frac{R_0}{R_s+R_0}\right)\right]=I_0\cos\omega t\left[R_0+\Delta R\,\frac{R_s}{R_s+R_0}\right].$$

The change of current also alters the heating, but that effect is of second order in $\varepsilon$. To leading order $V_3$ is therefore multiplied by $R_s/(R_s+R_0)$. For $R_s\gg R_0$ the factor is 1. For $R_s=0$ the source fixes the line voltage, so there is no third-harmonic voltage, and the distortion appears in the current instead. With $R_s=100$ kΩ the example loses 0.30% of $V_3$.

Source distortion is a separate matter. If the current itself has a third harmonic equal to a fraction $10^{-5}$ of the first, it produces $10^{-5}I_0R_0$ across the line without any heating. That is 3.0 µV at 1 mA, or 0.69% of $V_3$. At 0.25 mA it is 0.75 µV, but $V_3$ is 64 times smaller than at 1 mA, and the share rises to 11%. These shares are the error in the amplitude of $V_3$ when the distortion is in phase or in antiphase with it; in quadrature the amplitude error at 0.25 mA is only 0.6%. Since the false signal grows as $I_0$ and the true one as $I_0^3$, their ratio varies as $1/I_0^2$. Low currents suppress feedback but expose the source.

## (g) Extracting the thermal resistance

**Describe the extraction, apply it to simulated voltages at several currents, and judge what the result means for a real line.**

First measure the resistance at a current small enough that $\varepsilon$ is negligible, while the stage temperature is varied. This gives $R_0$ and $\alpha=(dR/dT)/R_0$ at $T_0$. Then measure $V_3$ at several currents and form the apparent value $4V_3/(I_0^3R_0^2\alpha)$.

The voltages below come from the heat equation of part (c), with each piece of the line heated according to its own local resistance. It is solved at 64 phases of one period, assuming an ideal source and quasi-static heating, with $\beta=\gamma=0$. They are model data. The error is relative to the $R_{th}$ of part (c).

| $I_0$ (mA) | $V_3$ (µV) | apparent $R_{th}$ (K/W) | error |
|---|---|---|---|
| 0.25 | 6.815 | 9692 | 0.05% |
| 0.50 | 54.59 | 9705 | 0.18% |
| 1.00 | 439.2 | 9759 | 0.74% |
| 2.00 | 3593 | 9981 | 3.03% |

The error grows about fourfold when the current doubles, as part (d) predicts. At 1 mA it is close to the single-temperature estimate of 0.73%. Of the small remainder, higher orders in $\varepsilon$ raise 0.727% to 0.731%. The rest comes from the non-uniform profile, which multiplies the feedback term by about $1+\lambda/L=1.016$.

An error proportional to $I_0^2$ cancels if the values at 0.25 and 0.50 mA are combined as

$$R_{th}\approx\frac{4R_{th}^{(0.25)}-R_{th}^{(0.50)}}{3}\approx9687\ \text{K/W},$$

using the unrounded values, which recovers the defined value. With a real source, the distortion of part (f) limits how low in current this extrapolation can usefully start.

The first harmonic offers a consistency check. Using the $\cos^5$ terms of part (d) with $\beta=\gamma=0$,

$$\frac{V_1-I_0R_0}{V_3}=\frac{\tfrac34+\tfrac58\varepsilon}{\tfrac14+\tfrac5{16}\varepsilon}\approx3\left(1-\tfrac5{12}\varepsilon\right).$$

At 1 mA this is 2.993, and the simulated voltages give 2.9926. A clearly larger ratio can point to thermal lag: in part (e), $\omega\tau=0.5$ gives 3.54 for the in-phase excess divided by $V_3$. Ambient drift or an error in $R_0$ can also shift the ratio, and strongly: at 1 mA a drift of 10 mK moves it by 0.014 and a relative error of $10^{-4}$ in $R_0$ by 0.07, and at 0.25 mA both shifts are about 16 times larger. The check can reveal a gross lag, but hardly the difference between 2.993 and 3.

Calibration errors enter through the logarithm of the extraction formula:

$$\frac{\delta R_{th}}{R_{th}}=\frac{\delta V_3}{V_3}-3\frac{\delta I_0}{I_0}-2\frac{\delta R_0}{R_0}-\frac{\delta\alpha}{\alpha}.$$

A 10% overestimate of $\alpha$ thus lowers the extracted $R_{th}$ by about 9%, far more than the feedback error at 1 mA. The last two terms are not independent when $\alpha$ is formed as $(dR/dT)/R_0$: since $R_0^2\alpha=R_0\,dR/dT$, an offset in $R_0$ alone enters once, while a gain error that scales both $R_0$ and $dR/dT$ enters twice. The coefficient should be measured on the line itself, because that of a thin film can differ much from the bulk value.

**The model beside a real line.** The resistivity and $\alpha$ are plausible for thin tungsten but depend on deposition and grain structure. The peak current density, 5 MA/cm², is a test condition, high compared with the rough 1 MA/cm² scale of continuous interconnect operation. Real lines may have vias or neighbours, which change the heat loss along the line, or warm pads, which break the assumption of ends at $T_0$. Removing end cooling altogether would raise $R_{th}$ here from 9687 to 10 000 K/W, about 3%. The model also leaves out spreading resistance in the silicon. For a heated strip as wide as the line plus twice the oxide thickness, on a thick substrate, this adds about 229 K/W, or 2.4% of $R_{th}$. The strip width is an assumption: treating oxide and silicon as layers gives about 220 K/W, and about 210 K/W (2.2%) with end cooling. A measurement would include nearly all of it: at 200 Hz the part too slow to follow the heating has magnitude about 5.5 K/W, and only its in-phase share, about 4 K/W or 0.04%, lowers the amplitude of $V_3$. The temperature difference inside the metal adds another 0.6% if heat leaves uniformly through its lower face, and about 0.7% once the crowding of the flux at the lower corners is included. A boundary resistance between metal and oxide can exceed all of these: values from $5\times10^{-9}$ to $2\times10^{-8}$ m² K/W correspond to 500 to 2000 K/W when divided by the footprint area; because the flux is not uniform across the footprint, the actual addition is larger, about 630 to 2200 K/W. A measurement includes it, but $g=2.0$ W/(m K) is about what conduction through the oxide alone gives for a line with nothing on its top or sides, so the example leaves it out. Buried under a further micrometre of oxide, the same line would have $g$ near 3.8 W/(m K).

The extracted value belongs to the temperature at which it was measured. If the oxide conductivity rises by $10^{-3}$ per kelvin of its 300 K value, and the whole surroundings are at 375 K, the $R_{th}$ of the model falls by about 7%. The silicon part moves the other way, because silicon conducts less when warm, and including it reduces the fall to about 6%. That change should be included before the result is used to predict self-heating in a warm chip.

## Values computed for the example and the checks

```
Line length, width, thickness: 50 um, 200 nm, 100 nm
Oxide thickness: 300 nm; ambient T0: 300 K
Resistivity: 12.0 uohm cm; alpha: 0.0020 1/K
Heat-loss coefficient g: 2.00 W/(m K)
Frequency: 200 Hz; current amplitude: 1.00 mA
Peak current density: 5.00 MA/cm2
Cold resistance R0: 300.0 ohm
Metal thermal conductivity (Wiedemann-Franz): 61.1 W/(m K)
Thermal decay length: 0.782 um
1/(g L), no end cooling: 10000 K/W
Rth from formula: 9687.4 K/W
Rth from finite differences: 9687.4 K/W
Apparent g = 1/(Rth L): 2.065 W/(m K)
Peak power I0^2 R0: 0.300 mW
Peak mean rise theta0: 2.906 K; eps: 0.00581
First-harmonic voltage I0 R0: 300.0 mV
V3 from the law: 435.93 uV amplitude, 308.25 uV rms
Simulated measurement: I0 (mA), V3 (uV), apparent Rth (K/W), error (%), (V1-I0R0)/V3
  0.25  6.815  9691.8  0.046  2.9995
  0.50  54.592  9705.3  0.184  2.9982
  1.00  439.168  9759.3  0.742  2.9926
  2.00  3593.009  9980.6  3.026  2.9704
Rth extrapolated to zero current: 9687.4 K/W
Power of I0 in V3 between 0.5 and 1 mA: 3.0080
Thermal lag: w tau, V3 / quasi-static V3, lag (deg), in-phase V1 excess / |V3|
  0.01  1.0011  1.15  2.999
  0.50  0.7077  45.02  3.535
  2.00  0.2427  75.97  8.488
Sizes of neglected effects at the main current:
  heating feedback on V3: +0.727 %
  curvature of R(T), beta 1.0e-06 1/K2: +0.182 %
  oxide conductivity slope 1.0e-03 1/K: -0.182 %
  line and oxide thermal time: 0.140 us; 2 w tau: 3.52e-04
  silicon spreading resistance: 229.4 K/W = 2.37 % of Rth
  slow part of silicon response: 5.51 K/W = 0.057 % of Rth
  rise inside the metal: 54.6 K/W = 0.56 % of Rth
  source resistance 100 kohm: -0.299 %
  source distortion 1e-05 at 0.25 mA: 0.750 uV = 11.01 % of V3
  source distortion 1e-05 at 1.00 mA: 3.000 uV = 0.69 % of V3
  Rth change at 375 K from oxide slope: -7.0 %
```
